The non-relativistic dynamic dipole polarisability of hydrogen 1s in closed form, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

The non-relativistic, spinless hydrogen atom contains three constants: the reduced mass μ of electron and proton, ħ, and the Coulomb strength e²/(4πε₀). They form one length and one frequency,

a = 4πε₀ħ²/(μe²),  ω₀ = ħ/(μa²),

with ħω₀ = ħ²/(μa²) = e²/(4πε₀a). A field E cos Ωt along z couples to the dipole −e r_e + e r_p = −e r, where r is the relative coordinate. The atom is neutral, so a uniform field exerts no net force and the centre of mass drops out. The induced dipole to first order in E is a charge times a length, times the ratio of the perturbation eEa to the atomic energy. The polarisability therefore has the form

α_SI(Ω) = [e²a²/(ħω₀)] α(w) = 4πε₀a³ α(w),  w = Ω/ω₀,

where α(w) is a pure function of a pure number. The same relations give 4πε₀a³ω₀² = e²/μ.

The 1s state is spherical, so the induced dipole is parallel to the field and α is a scalar. The operator z acting on a state of zero angular momentum gives a state with l = 1, m = 0, so only the p channel enters. The field cos Ωt is unchanged under Ω → −Ω, so wherever the response is in phase with the field α is even in w, and its expansion about w = 0 holds even powers only. At high frequency the binding has no time to act, the relative coordinate obeys μ z̈ = −eE cos Ωt, and the dipole −ez is −e²E cos Ωt/(μΩ²). By 4πε₀a³ω₀² = e²/μ this is α → −1/w². The function between these limits has to be calculated.

From here on lengths are in a, energies in ħω₀ and times in 1/ω₀. The model is the Schrödinger Hamiltonian H = −½∇² − 1/r with a point nucleus, linear response, the dipole approximation and no radiative damping.

## The quantity to be calculated

With F = eEa/(ħω₀) the perturbation is F z cos wt, switched on slowly by a factor e^(εt), ε → 0⁺. Write ψ = e^(−iE₀t)(ψ₀ + ψ₁) with E₀ = −½ and ψ₀ = π^(−1/2)e^(−r). To first order in F,

i ∂ψ₁/∂t = (H − E₀)ψ₁ + F z ψ₀ e^(εt) cos wt.

The source is the sum of (F/2)e^(−i(w+iε)t) zψ₀ and (F/2)e^(−i(−w+iε)t) zψ₀. A trial term e^(−iϖt)φ gives ϖφ = (H − E₀)φ + (F/2)zψ₀, so φ = −(F/2)(H − E₀ − ϖ)⁻¹zψ₀. Define

P(ϖ) = ⟨ψ₀|z (H − E₀ − ϖ)⁻¹ z|ψ₀⟩.

The dipole in units of ea is −⟨z⟩ = −2 Re⟨ψ₀|z|ψ₁⟩ = F Re[e^(−iwt)P(w + iε) + e^(iwt)P(−w + iε)]. Since H is self-adjoint, P(ϖ)* = P(ϖ*), and the second term may be replaced by its complex conjugate e^(−iwt)P(−w − iε) under the real part. The dipole is F Re[α e^(−iwt)] with

α(w) = P(w) + P(−w),  w → w + i0.   (1)

It equals F(Re α cos wt + Im α sin wt). The mean power delivered by the field, the average of F cos wt times the rate of change of the dipole, is F²w Im α/2, so absorption means Im α > 0.

With Y₁₀ = (3/4π)^(1/2) cos θ one has zψ₀ = π^(−1/2) r e^(−r) cos θ = 3^(−1/2)(s/r)Y₁₀, where s = 2r²e^(−r). On functions (u/r)Y₁₀ the Hamiltonian acts as H₁ on u, with centrifugal term l(l+1)/(2r²) = 1/r². Hence

P(w) = ⅓⟨s|G|s⟩,  G = (H₁ − E₀ − w)⁻¹,  H₁ = −½ d²/dr² + 1/r² − 1/r,   (2)

where ⟨f|g⟩ = ∫₀^∞ f g dr carries no complex conjugation, all sources being real. Inserting the eigenstates of H₁, with excitation energies w_n and oscillator strengths f_n = 2w_n|⟨n|z|ψ₀⟩|², gives α = Σ f_n/(w_n² − w²), the sum including the continuum w_n > ½.

The energy of the intermediate state is written

E₀ + w = −κ²/2 = −1/(2ν²),  ν = 1/κ = (1 − 2w)^(−1/2),  w = (ν² − 1)/(2ν²),

with Re ν > 0. The root is analytic in the w plane cut along w ≥ ½. Just above the cut 1 − 2w has argument −π, so κ = −ik and ν = i/k with k = (2w − 1)^(1/2). Three abbreviations recur:

η = (ν − 1)/(ν + 1) = (1 − κ)/(1 + κ),  x = η²,  ζ = 1 − x = 4ν/(1 + ν)².

For Re ν > 0 one has |x| < 1, and on the cut |x| = 1. The result to be derived twice is

α(w) = [Q(ν₊) + Q(ν₋) − 1]/w²,  ν± = (1 ∓ 2w)^(−1/2),   (3)

Q(ν) = 2ν²/[(1 + ν)²(2 − ν)] · ₂F₁(1, −1 − ν; 3 − ν; x),   (4)

with ₂F₁(a, b; c; x) = Σ (a)_k(b)_k x^k/[(c)_k k!] and (a)_k = a(a+1)…(a+k−1).

## First derivation: expansion in Sturmian functions

Take ν real and positive, not an integer above 1. The idea is to use basis functions that all decay as e^(−r/ν), like the Green function itself.

The Laguerre polynomials L_n(y) of upper index 3 are defined by

g(y, τ) = Σ L_n(y) τⁿ = (1 − τ)⁻⁴ e^(−yq),  q = τ/(1 − τ).

Three properties follow. First, y g_yy + (4 − y)g_y + τ g_τ = g[yq² − 4q + yq + 4τ/(1−τ) − yτ/(1−τ)²], which vanishes because q² + q = τ/(1−τ)². The coefficient of τⁿ gives yL_n″ + (4 − y)L_n′ + nL_n = 0. Second, ∫y³e^(−y)g(y,τ)g(y,σ)dy = 6(1−τ)⁻⁴(1−σ)⁻⁴[1 + τ/(1−τ) + σ/(1−σ)]⁻⁴, and the bracket is (1 − τσ)/[(1−τ)(1−σ)], so the integral is 6/(1 − τσ)⁴ = Σ N_n(τσ)ⁿ with

N_n = (n+1)(n+2)(n+3).

Thus ∫y³e^(−y)L_nL_m dy = N_n δ_nm. Third, ∫y³e^(−λy)g dy = 6(1−τ)⁻⁴(λ + q)⁻⁴ = 6/[λ − (λ−1)τ]⁴, whose coefficient of τⁿ gives

∫₀^∞ y³e^(−λy)L_n dy = N_n (λ − 1)ⁿ λ^(−n−4).   (5)

Define S_n(r) = y²e^(−y/2)L_n(y) with y = 2r/ν. Two derivatives in y give e^(−y/2)[y²L″ + (4y − y²)L′ + (2 − 2y + y²/4)L]. The first two terms equal −nyL by the Laguerre equation, so d²S_n/dy² = [2/y² − (n+2)/y + ¼]S_n. With d²/dr² = (4/ν²)d²/dy²,

−½ d²S_n/dr² = [−1/r² + (n+2)/(νr) − 1/(2ν²)]S_n.

Adding (1/r² − 1/r + 1/(2ν²))S_n to both sides gives

(H₁ − E₀ − w)S_n = (n + 2 − ν)S_n/(νr),   (6)

and since dr/r = dy/y, ∫S_nS_m dr/r = N_n δ_nm.

The S_n are complete for the weight 1/r, which is the completeness of polynomials for the weight y³e^(−y). If f has finite norm and is orthogonal to every power of y, the function ∫f y³e^(−y)e^(ipy)dy is analytic in the strip |Im p| < ½ by the Cauchy–Schwarz inequality, and all its derivatives vanish at p = 0. It is then zero, and a function whose Fourier transform vanishes is zero.

Let u = Gs, which behaves as r² at the origin, decays exponentially, and so has an expansion u = Σc_nS_n with N_nc_n = ∫S_nu dr/r. Moving the operator onto S_n, which leaves no boundary term because both functions vanish as r², gives ⟨S_n|s⟩ = ⟨(H₁ − E₀ − w)S_n|u⟩ = (n + 2 − ν)N_nc_n/ν. Then ⟨s|u⟩ = Σc_n⟨s|S_n⟩, which is Parseval's relation for u and rs, and

P = ⅓ Σ ν⟨s|S_n⟩²/[N_n(n + 2 − ν)].   (7)

With r = νy/2 the overlap is 2(ν/2)³∫y⁴e^(−λy)L_n dy at λ = (1 + ν)/2. The extra power of y comes from −d/dλ acting on (5):

−d/dλ[(λ−1)ⁿλ^(−n−4)] = (λ−1)^(n−1)λ^(−n−5)[(n+4)(λ−1) − nλ] = (λ−1)^(n−1)λ^(−n−5)(4λ − 4 − n).

Here 4λ − 4 − n = 2ν − 2 − n, (λ−1)/λ = η, λ − 1 = (ν−1)/2 and λ⁵ = (ν+1)⁵/32. The numerical factor is ¼·2·32 = 16, so

⟨s|S_n⟩ = 16ν³N_n ηⁿ(2ν − 2 − n)/[(ν − 1)(ν + 1)⁵].

Inserting this in (7), with m = n + 2,

P = 256ν⁷/[3(ν−1)²(ν+1)¹⁰] Σ_n N_n xⁿ (m − 2ν)²/(m − ν).   (8)

The series converges for |x| < 1, which is all of Re ν > 0, and there it is analytic in ν except at ν = 2, 3, … (the point ν = 1 is removable, because the n = 0 term carries (2 − 2ν)² and the others carry xⁿ). The left side is analytic in w away from the spectrum. Two analytic functions that agree on a real interval agree on the whole connected domain, so (8) holds for complex w as well.

Write m − 2ν = (m − ν) − ν. Then (m − 2ν)²/(m − ν) = (m − ν) − 2ν + ν²/(m − ν) = n + 2 − 3ν + ν²/(m − ν). The polynomial part is summed with ΣN_nxⁿ = 6/ζ⁴ and ΣnN_nxⁿ = x d/dx(6/ζ⁴) = 24x/ζ⁵:

6(2 − 3ν)(1+ν)⁸/(256ν⁴) + 24(ν−1)²(1+ν)⁸/(1024ν⁵) = [6(1+ν)⁸/(256ν⁵)][ν(2 − 3ν) + (ν−1)²] = 6(1+ν)⁸(1 − 2ν²)/(256ν⁵).

Multiplied by the prefactor of (8) this is 2ν²(1 − 2ν²)/(ν² − 1)². Since (ν² − 1)² = 4ν⁴w² and 1/ν² = 1 − 2w, it equals (1/(2ν²) − 1)/w² = −1/(2w²) − 1/w.

For the remaining part define

J = (1/6) Σ N_n xⁿ/(n + 2 − ν).   (9)

It contributes 512ν⁹J/[(ν−1)²(ν+1)¹⁰] to P. Multiplying and dividing by w² = (ν−1)²(ν+1)²/(4ν⁴) gives

P = −1/w − 1/(2w²) + Q/w²,  Q = 128ν⁵J/(1 + ν)⁸.   (10)

In P(w) + P(−w) the terms ∓1/w cancel and the terms −1/(2w²) add, which is (3). Because N_n/6 = (4)_n/n! and (2−ν)_n/(3−ν)_n = (2−ν)/(n + 2 − ν), the sum is J = ₂F₁(4, 2−ν; 3−ν; x)/(2 − ν). For Re ν < 2 one may write 1/(n + 2 − ν) = ∫₀¹t^(n+1−ν)dt and sum under the integral:

J = ∫₀¹ t^(1−ν)(1 − xt)⁻⁴ dt.   (11)

## Second derivation: a superposition of exponentials

This road removes the free-particle terms first and then solves the driven radial equation exactly, with no basis.

The action of H₁ − E₀ on p(r)e^(−r) is [−½p″ + p′ + p/r² − p/r]e^(−r), because (pe^(−r))″ = (p″ − 2p′ + p)e^(−r) and the term −½p is cancelled by −E₀p. On a power,

(H₁ − E₀) r^j e^(−r) = {[1 − j(j−1)/2] r^(j−2) + (j − 1) r^(j−1)} e^(−r).   (12)

For j = 2 this gives (H₁ − E₀)s = v with v = 2re^(−r). The function v represents −∂ψ₀/∂z = (z/r)ψ₀ as s represents zψ₀, so it is the source of the velocity form. Define Q = ⅓⟨v|G|v⟩. From H₁ − E₀ = G⁻¹ + w follows Gv = s + wGs. G is symmetric, so ⟨v|Gs⟩ = ⟨s|Gv⟩ = ⟨s|s⟩ + w⟨s|Gs⟩, and

⟨v|Gv⟩ = ⟨v|s⟩ + w⟨s|s⟩ + w²⟨s|Gs⟩.

With ∫r^je^(−2r)dr = j!/2^(j+1), ⅓⟨v|s⟩ = (4/3)(6/16) = ½ and ⅓⟨s|s⟩ = (4/3)(24/32) = 1. Therefore Q = ½ + w + w²P, the first half of (10), now with Q identified as a matrix element.

To solve (H₁ + κ²/2)φ = v put φ = r²χ. Then φ″ = 2χ + 4rχ′ + r²χ″, the term −χ cancels the centrifugal term, and division by −r/2 leaves

rχ″ + 4χ′ + 2χ − κ²rχ = −4e^(−r).   (13)

The coefficients are linear in r, so the trial form χ = ∫h(p)e^(−pr)dp, along a path from p = κ to p = 1, turns (13) into a first-order equation. Let Γ(p) = (p² − κ²)h(p). Using re^(−pr) = −∂e^(−pr)/∂p and integrating by parts,

rχ″ − κ²rχ = −[Γe^(−pr)] + ∫Γ′e^(−pr)dp,  4χ′ + 2χ = ∫(2 − 4p)h e^(−pr)dp,

where the bracket is taken between the end points. Equation (13) holds if Γ′ = (4p − 2)Γ/(p² − κ²), Γ(1) = 4 and Γ(κ) = 0. The upper end point then supplies the source. The partial fractions are (4p − 2)/(p² − κ²) = A/(p − κ) + B/(p + κ) with A = (4κ − 2)/(2κ) = 2 − ν and B = (−4κ − 2)/(−2κ) = 2 + ν, so

Γ(p) = 4[(p − κ)/(1 − κ)]^(2−ν) [(p + κ)/(1 + κ)]^(2+ν).

This vanishes at p = κ if Re ν < 2, which is the condition for this derivation to work directly.

Choose the path by (p − κ)/(p + κ) = ηt with t real from 0 to 1. Solving for p,

p = κ(1 + ηt)/(1 − ηt),  p + κ = 2κ/(1 − ηt),  1 + p = (1 + κ)(1 − xt)/(1 − ηt),

the last from (1 − ηt) + κ(1 + ηt) = (1 + κ) − (1 − κ)ηt and 1 − κ = η(1 + κ). On this path (p − κ)/(1 − κ) = t(p + κ)/(1 + κ), so the complex powers combine into Γ = 4t^(2−ν)[(p + κ)/(1 + κ)]⁴ and no branch has to be chosen. The logarithmic derivative of the path equation is dt/t = [1/(p − κ) − 1/(p + κ)]dp = 2κ dp/(p² − κ²), so h dp = Γ dt/(2κt) and

χ(r) = 2ν ∫₀¹ t^(1−ν) {2κ/[(1 + κ)(1 − ηt)]}⁴ e^(−p(t)r) dt.   (14)

The boundary conditions hold. At r = 0 the integral is finite, so φ vanishes as r². For decay, Re p must be positive on the path. For real κ > 0 the path is the segment between κ and 1. For complex κ with Re κ > 0 it is an arc of the circle through κ, 1 and −κ (the image of t = ∞). The imaginary axis separates κ from −κ and meets the circle in at most two points, so each of the two arcs joining κ to −κ crosses it exactly once. The arc that passes through 1 cannot have crossed between κ and 1, since it would have to cross back to reach 1. A second regular, decaying solution would differ from φ by an eigenfunction of H₁, which exists only at ν = 2, 3, …, so φ = Gv. At w = 0, where ν = 1 and η = 0, (14) gives χ = 2e^(−r) and φ = s, as Gv = s + wGs requires. On the cut, κ = −ik, the circle meets the imaginary axis only at ±κ, and at large r the integral is governed by the end point t = 0, where p − κ is proportional to t. That end gives χ ∝ r^(ν−2)e^(−κr) and φ ∝ exp[ikr + (i/k)ln r], an outgoing Coulomb wave, which is what a slowly switched field produces.

Finally Q = ⅓∫2r³e^(−r)χ dr, and ∫r³e^(−(1+p)r)dr = 6/(1 + p)⁴ = 6(1 − ηt)⁴/[(1 + κ)⁴(1 − xt)⁴]. The factors (1 − ηt)⁴ cancel:

Q = ⅓·2·6·2ν·16κ⁴(1 + κ)⁻⁸ ∫₀¹t^(1−ν)(1 − xt)⁻⁴dt = 128κ³J/(1 + κ)⁸ = 128ν⁵J/(1 + ν)⁸.

This is (10) with J in the form (11). Expanding (1 − xt)⁻⁴ in powers of xt returns (9). Real ν > 2, the window 3/8 < w < ½ among the Rydberg lines, is reached by analytic continuation, since Q(w) is analytic off the spectrum and (9) is analytic in Re ν > 0 off the integers.

## The form that converges above threshold

The terms of (9) grow as n²|x|ⁿ and do not converge on |x| = 1. A change of variable cures this. Treat x and ν as independent, with 0 ≤ x < 1 and ν < 2 real, and put t = (1 − σ)/(1 − xσ) in (11). Then 1 − xt = (1 − x)/(1 − xσ) and dt = −(1 − x)dσ/(1 − xσ)², and σ runs from 1 to 0. The power of (1 − xσ) is −(1 − ν) + 4 − 2 = 1 + ν, so

J = ζ⁻³∫₀¹(1 − σ)^(1−ν)(1 − xσ)^(1+ν)dσ.

The binomial series is (1 − xσ)^(1+ν) = Σ(−1−ν)_k x^kσ^k/k!. Integrating by parts k times gives ∫σ^k(1 − σ)^(β−1)dσ = k!/[β(β+1)…(β+k)], and with β = 2 − ν the denominator is (2 − ν)(3 − ν)_k. Hence

J = ζ⁻³(2 − ν)⁻¹ Σ (−1−ν)_k x^k/(3−ν)_k = ζ⁻³ ₂F₁(1, −1−ν; 3−ν; x)/(2 − ν),

which is Euler's transformation for these parameters. Both sides are analytic in x for |x| < 1 and meromorphic in ν, so the identity holds generally. With ζ⁻³ = (1+ν)⁶/(64ν³), (10) becomes (4). The coefficient telescopes,

(−1−ν)_k/(3−ν)_k = (−1−ν)(−ν)(1−ν)(2−ν)/[(k−1−ν)(k−ν)(k+1−ν)(k+2−ν)],

and falls as k⁻⁴. The series converges uniformly on |x| ≤ 1 for ν near the imaginary axis, so (4) evaluated at ν₊ = i/k is the limit w + i0.

A second rearrangement exposes the poles and the high-frequency behaviour. In (9), N_n = m³ − m, and division gives (m³ − m)/(m − ν) = m² + νm + ν² − 1 + (ν³ − ν)/(m − ν). Use Σxⁿ = 1/ζ, Σ(n+1)xⁿ = 1/ζ², Σ(n+1)(n+2)xⁿ = 2/ζ³, with m = (n+1) + 1 and m² = (n+1)(n+2) + (n+1) + 1:

6J = 2/ζ³ + (1 + ν)/ζ² + ν(1 + ν)/ζ − ν(1 − ν)(1 + ν)Φ,

Φ = Σ xⁿ/(n + 2 − ν) = ∫₀¹t^(1−ν)(1 − xt)⁻¹dt.

Multiplying by 64ν⁵/[3(1+ν)⁸] and inserting ζ = 4ν/(1+ν)² term by term,

Q = ⅔ν²/(1+ν)² + (4/3)ν³/(1+ν)³ + (16/3)ν⁵/(1+ν)⁵ − (64/3)ν⁶(1 − ν)Φ/(1+ν)⁷.   (15)

The poles lie at ν = n = 2, 3, …, that is at w_n = (n² − 1)/(2n²), the Lyman lines. Near one of them Φ ≈ x^(n−2)/(n − ν), and dν/dw = ν³ gives n − ν ≈ n³(w_n − w), so Q ≈ (64/3)n³(n−1)^(2n−3)/[(n+1)^(2n+3)(w_n − w)]. Equating Q/w_n² with f_n/[2w_n(w_n − w)],

f_n = 2⁸n⁵(n − 1)^(2n−4)/[3(n + 1)^(2n+4)],

which is 0.416197 for 2p and 0.079102 for 3p. The program tests both this formula and the residue of (3) against matrix elements integrated over the bound 2p and 3p functions. The infinities are a failure of the model: within a natural linewidth of a line, or within the fine-structure splitting, damping and spin decide the response.

The closed form (3)–(4) has now been derived in two ways, put in a form that also converges above threshold, and shown to have its poles at the Lyman lines. What remains is its behaviour at small and high frequency, a comparison of what the two derivations assume, and a worked example at 532 nm and 5 nm.
